# Avalanche breakdown integral and equality of electron and hole breakdown voltages

## Definitions and conventions

A depletion layer occupies $0<x<W$. Its field drives electrons towards $+x$ and holes towards $-x$. Both motions carry conventional current towards $-x$, so the electron and hole current densities can be represented by their non-negative magnitudes $J_n(x)$ and $J_p(x)$, which add to the total current $J$.

The ionisation coefficient $\alpha(x)$ is the mean number of electron–hole pairs that one electron creates per unit length of path at $x$. The coefficient $\beta(x)$ is the same quantity for a hole. Both are positive inside the layer, they differ, and they vary with position because the field does. The sign of $\alpha-\beta$ may change within the layer. Define

$$\varphi(x)=\int_0^x(\alpha-\beta)\,dx',\qquad D=1-\int_0^W\alpha\,e^{-\varphi}\,dx. \tag{1}$$

Electrons injected at $x=0$, with no other source, are multiplied by $M_n=J/J_n(0)$. Holes injected at $x=W$, with no other source, are multiplied by $M_p=J/J_p(W)$. Breakdown under either injection means that the corresponding multiplication diverges. The results to be shown are

$$\frac1{M_n}=D,\qquad \frac1{M_p}=1-\int_0^W\beta\,e^{\varphi(W)-\varphi(x)}dx=e^{\varphi(W)}D. \tag{2}$$

Since $\varphi(W)$ is finite, the factor $e^{\varphi(W)}$ is neither zero nor infinite. The two reciprocals therefore vanish at the same voltage, although $M_n$ and $M_p$ generally differ below it.

One identity serves throughout. Because $\varphi'=\alpha-\beta$, we have $(e^{-\varphi})'=-(\alpha-\beta)e^{-\varphi}$. Integrating from $0$, where $\varphi=0$, to $x$ gives

$$e^{-\varphi(x)}=1-\int_0^x(\alpha-\beta)e^{-\varphi}dx'. \tag{3}$$

At $x=W$, adding and subtracting the $\beta$ term gives a second form of $D$:

$$D=e^{-\varphi(W)}-\int_0^W\beta e^{-\varphi}dx. \tag{4}$$

## First derivation: steady currents

Consider a slice of thickness $dx$ in a steady state without recombination. Electrons create $\alpha J_n\,dx/q$ pairs in it per unit area and time, and holes create $\beta J_p\,dx/q$. Let $G(x)\ge0$ be an additional pair generation rate per unit volume, such as that due to light. The electron current grows along $+x$. The hole current grows along $-x$, which gives its derivative the opposite sign:

$$\frac{dJ_n}{dx}=\alpha J_n+\beta J_p+qG=-\frac{dJ_p}{dx}. \tag{5}$$

Adding the two derivatives gives $dJ/dx=0$, so $J$ is uniform. Substituting $J_p=J-J_n$ gives

$$\frac{dJ_n}{dx}-(\alpha-\beta)J_n=\beta J+qG.$$

Multiplying by $e^{-\varphi}$ makes the left side an exact derivative:

$$\frac{d}{dx}\left(J_ne^{-\varphi}\right)=(\beta J+qG)e^{-\varphi}. \tag{6}$$

Integrate over the layer and use $J_n(W)=J-J_p(W)$:

$$[J-J_p(W)]e^{-\varphi(W)}-J_n(0)=J\int_0^W\beta e^{-\varphi}dx+q\int_0^WGe^{-\varphi}dx.$$

Collecting the terms in $J$ on the left produces the bracket $e^{-\varphi(W)}-\int_0^W\beta e^{-\varphi}dx$, which is $D$ by (4). Thus

$$JD=J_n(0)+J_p(W)e^{-\varphi(W)}+q\int_0^WGe^{-\varphi}dx. \tag{7}$$

For electron injection, $J_p(W)=0$ and $G=0$, so $JD=J_n(0)$ and $1/M_n=D$. For hole injection, $J_n(0)=0$ and $G=0$, so $JD=J_p(W)e^{-\varphi(W)}$ and $1/M_p=e^{\varphi(W)}D$. Inserting (4) into the latter gives the hole integral in (2). The proof is complete without any assumption about the ratio of $\alpha$ to $\beta$.

Every source in (7) is divided by the same $D$; changing the mixture of sources changes the numerator alone. If any source is present, the right side is positive, so a non-negative steady current requires $D>0$. At $D=0$ a current can sustain itself without a source. Equation (6) then gives $J_n=Je^{\varphi}\int_0^x\beta e^{-\varphi}dx'\ge0$. Subtracting this from $J$ and using (3) gives

$$J_p(x)=Je^{\varphi(x)}\left[1-\int_0^x\alpha e^{-\varphi}dx'\right]\ge0,$$

because the bracket falls from $1$ to $D=0$ across the layer. The magnitude $J$ is left undetermined by these linear equations. In a circuit it is set by effects they omit, such as series resistance and the change of field caused by the current.

## Second derivation: descendants of one pair

Now create one pair at $x$, and let $M(x)$ be the mean number of pairs that eventually result, including the first. The electron travels from $x$ to $W$ and creates on average $\alpha(x')dx'$ pairs in each element of its path. The hole travels from $x$ to $0$ and creates $\beta(x')dx'$ in each element. Each new pair has on average $M(x')$ pairs to its credit. Adding these means gives

$$M(x)=1+\int_x^W\alpha M\,dx'+\int_0^x\beta M\,dx'. \tag{8}$$

The first integral has $x$ as its lower limit, so its derivative is $-\alpha M$; the second contributes $+\beta M$. Hence $M'=-(\alpha-\beta)M$ and

$$M(x)=M(0)e^{-\varphi(x)}. \tag{9}$$

The constant follows from (8) at $x=0$:

$$M(0)=1+M(0)\int_0^W\alpha e^{-\varphi}dx\quad\Longrightarrow\quad M(0)D=1. \tag{10}$$

A pair created at $x=0$ has a hole that leaves at once and an electron that crosses the whole layer. This is electron injection, so $M_n=M(0)=1/D$. Likewise $M_p=M(W)$. Equation (9) gives $M_p=M_ne^{-\varphi(W)}$, which is the equality of breakdown voltages. The hole integral follows from (8) at $x=W$, with $M(x)=M(W)e^{\varphi(W)-\varphi(x)}$ inserted:

$$M(W)=1+M(W)\int_0^W\beta e^{\varphi(W)-\varphi(x)}dx.$$

It remains to show that the solution of (8) really is the mean count. Build the count by generations: $M_0=1$, and $M_{k+1}$ is the right side of (8) evaluated with $M_k$. The $M_k$ increase with $k$. If $D>0$, the solution $M=e^{-\varphi}/D$ is positive, and (8) then gives $M\ge1=M_0$. Since the coefficients are non-negative, $M_k\le M$ implies $M_{k+1}\le M$. The generations therefore converge, and their limit solves (8), whose bounded solution is unique by (9) and (10). If $D\le0$, a bounded limit of the generations would solve (8) with $M(0)\ge1$, and (10) would then require $M(0)D=1$, which is impossible. The mean number of descendants is then unbounded.

## What each derivation assumes

Both derivations use one-dimensional motion in fixed directions, coefficients that depend on position alone, no recombination in the layer, and a field unaffected by the avalanche. Neither needs the drift velocities, because ionisation is counted per unit path.

The first derivation also assumes a steady state. It uses average currents and says nothing about individual carriers. In return it treats boundary currents and distributed generation together, and gives the current profiles.

The second needs no steady source, but the field must keep its value while the descendants cross the layer. It assumes that the mean offspring of a carrier do not depend on how many others are present. It yields a mean, not the spread of avalanche sizes. It also gives $D$ a direct meaning: the mean progeny of one pair is bounded if and only if $D>0$.

The two agree for every source. Weighting each injected or generated pair by $M(x)=e^{-\varphi(x)}/D$ gives

$$J=J_n(0)M(0)+J_p(W)M(W)+q\int_0^WGM\,dx,$$

which is (7) divided by $D$.

Both fail in the same way if a carrier must travel some distance to gain the ionisation energy. Its ionisation probability then depends on its birthplace as well as its position, and neither (5) nor (8) holds as written.

## Why the voltage is unique

Equality of the two conditions holds at each voltage separately. To speak of a single breakdown voltage, one must also show that $D$ cannot vanish twice.

Vary $\alpha$ by $\delta\alpha$ in (4). Then $\delta\varphi(x)=\int_0^x\delta\alpha\,dy$ and $\delta e^{-\varphi}=-e^{-\varphi}\delta\varphi$. Exchanging the order of integration in the second term gives

$$\delta D=-\int_0^W\delta\alpha(y)\left[e^{-\varphi(W)}-\int_y^W\beta e^{-\varphi}dx\right]dy. \tag{11}$$

By (4), the bracket equals $D+\int_0^y\beta e^{-\varphi}dx$, which is positive for $y>0$ when $D\ge0$. For a variation of $\beta$, use (1) with $\delta\varphi(x)=-\int_0^x\delta\beta\,dy$:

$$\delta D=-\int_0^W\delta\beta(y)\left[\int_y^W\alpha e^{-\varphi}dx\right]dy. \tag{12}$$

This bracket is positive for $y<W$. Raising either coefficient therefore lowers $D$ as long as $D\ge0$.

Suppose that the field falls nowhere as the voltage rises and increases within the layer, and that the coefficients increase smoothly with field. A widening layer is handled on a fixed, larger interval with $\alpha=\beta=0$ beyond the depletion edge; this leaves $D$ unchanged because the integrand in (1) vanishes there. Then $dD/dV<0$ wherever $D\ge0$. After its first zero $D$ is negative. To return to zero from below it would need a non-negative slope there, but the slope at every zero is negative. There is at most one breakdown voltage.

There may be none. If $\beta=0$, equation (4) gives $D=e^{-\varphi(W)}>0$ and $M_n=\exp(\int_0^W\alpha\,dx)$, which is finite. Without ionising holes nothing returns upstream to start new electrons.

## Two limiting cases

For constant, unequal coefficients, $\varphi=(\alpha-\beta)x$ and the condition $D=0$ becomes

$$\frac{\alpha}{\alpha-\beta}\left[1-e^{-(\alpha-\beta)W}\right]=1
\;\Rightarrow\; e^{-(\alpha-\beta)W}=\frac\beta\alpha
\;\Rightarrow\; W_B=\frac{\ln(\alpha/\beta)}{\alpha-\beta}. \tag{13}$$

With $\alpha=3$ and $\beta=1$ per µm, $W_B=(\ln3)/2=0.549$ µm. As $\beta\to\alpha$, $W_B\to1/\alpha$; as $\beta\to0$, $W_B$ grows without limit.

If the coefficients vary but keep a constant ratio $k=\beta/\alpha\neq1$, use $u=\int_0^x\alpha\,dx'$ as the variable. Then $\varphi=(1-k)u$, and the same integration gives

$$\int_0^W\alpha\,dx=\frac{\ln(1/k)}{1-k}. \tag{14}$$

Near breakdown, let $S_n=-V_B\,dD/dV$ at $V_B$. To leading order $M_n\approx1/[S_n(1-V/V_B)]$. Differentiating $1/M_p=e^{\varphi(W)}D$ at $V_B$ leaves no term from the derivative of $e^{\varphi(W)}$, because that term is multiplied by $D=0$. Hence $M_p$ follows the same law with $S_p=e^{\varphi(W)}S_n$.

## A silicon junction

Take a planar one-sided p⁺n junction with $10^{16}$ donors per cm³, the p⁺ side at $x=0$, and relative permittivity 11.7. For the field magnitude $F$ in MV/cm, use the Chynoweth law with rough, rounded parameters typical of silicon near room temperature:

$$\alpha=70\,e^{-1.23/F}\ \text{µm}^{-1},\qquad \beta=160\,e^{-2.00/F}\ \text{µm}^{-1}.$$

The field falls linearly, with gradient $qN_D/\varepsilon=0.1547$ MV/cm per µm. The total junction potential $V$ is the area of this triangle, half the peak field times $W$.

The electron and hole integrals, evaluated separately, each reach 1 at $V_B=51.73$ V. Direct solution of (5) gives the same voltage. So does a branching calculation that follows each newborn carrier to its next ionisation. Its mean growth factor per generation is 0.90 at $0.95V_B$ and 1.10 at $1.05V_B$, so the population changes from dying out to growing.

At breakdown $W=2.586$ µm, and the peak field is $0.1547\times2.586=0.400$ MV/cm. There $\alpha=70e^{-3.075}=3.23$ and $\beta=160e^{-5}=1.08$ per µm. The areas are $\int\alpha\,dx=1.758$ and $\int\beta\,dx=0.4125$, so $\varphi(W)=1.346$ and $e^{\varphi(W)}=3.840$. The two integrands, in µm⁻¹, are:

| $x/W$ | $\alpha e^{-\varphi}$ | $\beta e^{\varphi(W)-\varphi}$ |
|---|---|---|
| 0.0 | 3.2338 | 4.1412 |
| 0.1 | 1.3984 | 1.4460 |
| 0.2 | 0.6297 | 0.4983 |
| 0.3 | 0.2837 | 0.1592 |
| 0.4 | 0.1184 | 0.0420 |
| 0.6 | 0.0084 | 0.0006 |

Simpson's rule on the first five electron entries, with spacing 0.2586 µm, gives

$$\frac{0.2586}{3}\,[3.2338+4(1.3984+0.2837)+2(0.6297)+0.1184]=0.98.$$

The rest adds about 0.03, for a total near 1.00. For holes the first five entries give 1.00, and the rest adds less than 0.01. The curves differ, but their areas agree.

Below breakdown the multiplications differ, and their ratio grows with voltage:

| $V/V_B$ | $M_n$ | $M_p$ |
|---|---|---|
| 0.50 | 1.32 | 1.03 |
| 0.70 | 2.18 | 1.20 |
| 0.90 | 6.91 | 2.36 |
| 0.99 | 71.4 | 19.1 |

The slopes are $S_n=1.395$ and $S_p=5.356$, in the ratio $e^{\varphi(W)}$. At $0.99V_B$ the leading law predicts $1/(0.01395)=71.7$ and $1/(0.05356)=18.7$, close to the table. A measurement that defines breakdown by a fixed finite multiplication would therefore assign different voltages to the two injections in this model. The divergence itself is common to both.

If the two coefficients were equal, $\varphi$ would vanish and (1) would reduce breakdown to a single area equal to 1. Here that shortcut fails. Setting $\int\alpha\,dx=1$ treats holes as if they ionised as readily as electrons and gives 41.2 V, 20% below $V_B$; setting $\int\beta\,dx=1$ treats electrons as if they ionised like holes and gives 68.2 V, 32% above it. The variation of the ratio $\beta/\alpha$ with position matters too. The ratio of the two areas at breakdown is $k=0.235$, for which (14) would require $\int\alpha\,dx=1.89$, 8% more than the actual 1.758.

## The model beside real silicon

A nearly planar silicon junction at this doping breaks down at very roughly 60 V, so the model gives the right size, and its peak field is typical. The coefficients are too rough for even the second figure to be relied on when the result is applied to a device.

Of the effects estimated here, the largest is that of a sharply curved junction edge. It weakens as the radius grows: a cylindrical edge of radius 10 µm lowers breakdown by only about 8%. At a cylindrical edge of radius 1 µm, the divergence of a radial current density is $r^{-1}d(rJ)/dr$. The products $rJ_n$ and $rJ_p$ therefore obey (5) with $G=0$, and the same integral applies along the radius. With doping and coefficients held fixed, breakdown falls to 33.5 V, 35% below the planar value. A spherical corner of the same radius lowers it further, to 24.9 V. These values assume an abrupt junction with the p⁺ side inside the curve. Their peak fields, about 0.51 and 0.59 MV/cm, lie above the 0.4 MV/cm at which the usual silicon fit for holes changes form. A two-range fit gives values about 1 V higher, with reductions of about 34% and 50%. A real device with such unprotected edges or corners would be limited by them, not by its planar part.

Requiring each carrier to gain 1.5 eV before it can ionise introduces a dead distance of about 38 nm at the peak field. It raises $V_B$ by 5.6% if the coefficients beyond that distance are unchanged. Coefficients extracted from measurements with a local model may already absorb part of this shift. Raising both characteristic fields in the Chynoweth law by 5%, a rough allowance for 100 K of heating, raises $V_B$ by 8.3% at fixed prefactors. The size depends on the temperature law adopted: one common law scales prefactors and characteristic fields together by about 1.16 at 400 K and gives about 20%.

Other corrections are smaller. The built-in potential is 0.89 V, so the applied reverse bias at breakdown is about 51 V. With $10^{19}$ acceptors per cm³, the p⁺ side depletes to 0.1% of the n-side width. Band-to-band tunnelling, estimated with a triangular barrier of 1.12 eV and a mass of 0.2 electron masses, carries an exponent of about −90 at the peak field. A two-band barrier with the same gap and mass gives about −53. Tunnelling is negligible either way, though these estimates do not cover tunnelling through defects. At a drift speed of $10^7$ cm/s, mobile charge of one sign reaches 1% of the donor density at 160 A/cm². Electrons reduce the net positive charge of the layer, while holes add to it. With both present in the proportions that (5) gives for electron injection, a total current of this size raises the breakdown voltage by only about 0.4% at fixed temperature. Close to breakdown, however, the multiplication is very sensitive to the field: at $0.99V_B$ the same current lowers $M_n$ by about 29%. The fixed-field multiplications there apply only at much smaller currents. Heating is a separate limit: near breakdown, 160 A/cm² dissipates about 8 kW/cm², which if sustained can shift $V_B$ by much more than the space charge does.

## Computed values

```
INPUTS (rough, typical of silicon)
alpha: prefactor 70 /um, field 1.23 MV/cm
beta: prefactor 160 /um, field 2.00 MV/cm
donors 1e+16, acceptors 1e+19 cm^-3
relative permittivity 11.7; temperature 300 K
field gradient 0.1547 MV/cm per um
BREAKDOWN (total junction potential)
electron integral = 1 at 51.731652 V
hole integral = 1 at     51.731652 V
current equations:       51.731652 V
branching calculation:   51.73 V
width 2.586 um; peak field 0.4000 MV/cm
int alpha dx 1.7581; int beta dx 0.4125
phi(W) 1.3456; exp(phi(W)) 3.8404
electron integral 1.000000; hole integral 1.000000
x/W, F MV/cm, alpha, beta /um, phi, e- and h-integrand /um
0.0 0.4000 3.2338 1.0783 0.0000 3.2338 4.1412
0.1 0.3600 2.2979 0.6187 0.4967 1.3984 1.4460
0.2 0.3200 1.4992 0.3090 0.8675 0.6297 0.4983
0.3 0.2800 0.8658 0.1265 1.1156 0.2837 0.1592
0.4 0.2400 0.4163 0.0385 1.2577 0.1184 0.0420
0.6 0.1600 0.0321 0.0006 1.3421 0.0084 0.0006
V/V_B, V in volts, M_n, M_p, M_n/M_p
0.50 25.87 1.3190 1.0336 1.2761
0.70 36.21 2.1809 1.1977 1.8209
0.90 46.56 6.9050 2.3560 2.9308
0.99 51.21 71.4276 19.1234 3.7351
slopes at breakdown: S_n 1.395, S_p 5.356
growth per generation at 0.95 V_B 0.8989
growth per generation at 1.05 V_B 1.1010
int alpha dx = 1 alone would give 41.19 V
int beta dx = 1 alone would give 68.16 V
constant 3 and 1 /um: W_B 0.5493 um
NEGLECTED EFFECTS
edge radius 1.0 um: V_B 33.50 V (-35.2 %)
dead space, threshold 1.5 eV: V_B 54.63 V (+5.6 %)
dead distance at peak field 37.5 nm
ionisation fields +5 % (about +100 K): V_B 56.04 V (+8.3 %)
built-in potential 0.893 V (1.7 % of V_B)
p+ side share of depletion 0.1 % of n side
tunnelling: gap 1.12 eV, mass 0.2 m_e, exponent -90.5
mobile charge = 1 % of donors at 160 A/cm^2 (speed 1e+07 cm/s)
```
